# Parabolic Fluoride Growth and Soft Saturation in Thermal Atomic Layer Etching: a program that tests the result

```python
"""Growth of a fluoride layer fed by reactant diffusing through it.

Result under test: x^2 + A*x = B*(t + tau), with
A = 2*D*(1/k + 1/h), B = 2*D*c_gas/N, tau = (x0^2 + A*x0)/B.
x: layer thickness; D: diffusivity; k: interface rate coefficient;
h: surface transfer coefficient; c_gas: dissolved concentration in
equilibrium with the gas; N: reactant bound per volume of fluoride.
The law needs eps = c_gas/N << 1. The full moving-boundary diffusion
problem is solved by finite volumes and compared with the law, with an
exact integral identity and with the similarity solution.
Units: nm and s; concentrations are numbers per nm^3.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import erf


def coefficients(D, k, h, c_gas, N):
    return 2 * D * (1 / k + 1 / h), 2 * D * c_gas / N


def thickness(t, A, B, x0=0.0):
    tau = (x0**2 + A * x0) / B
    return -A / 2 + np.sqrt(A**2 / 4 + B * (t + tau))


def grow(D, k, h, c_gas, N, times, seed=1e-3, cells=60):
    """Full diffusion problem on a mesh that stretches with the layer."""
    inner_faces = np.linspace(0, 1, cells + 1)[1:-1]

    def rhs(t, y):
        c, x = y[:-1], y[-1]
        dz = x / cells
        g = 2 * D / dz
        # Diffusive supply = (N + c_i) * speed, with speed = k*c_i/N.
        root = np.sqrt((k + g)**2 + 4 * k * g * c[-1] / N)
        c_i = 2 * g * c[-1] / (k + g + root)
        speed = k * c_i / N
        flux = np.empty(cells + 1)
        flux[0] = (c_gas - c[0]) / (1 / h + 1 / g)
        flux[1:-1] = (-D * np.diff(c) / dz
                      - inner_faces * speed * (c[1:] + c[:-1]) / 2)
        flux[-1] = N * speed
        dc = (flux[:-1] - flux[1:]) / dz - c * speed / x
        return np.append(dc, speed)

    start = np.append(np.zeros(cells), seed)
    sol = solve_ivp(rhs, (0, times[-1]), start, method="BDF",
                    t_eval=times, rtol=1e-8, atol=1e-11)
    assert sol.success, sol.message
    x, c = sol.y[-1], sol.y[:-1]
    centres = (np.arange(cells) + 0.5) / cells
    z = centres[:, None] * x
    storage = 2 / N * np.sum((z + D / h) * c, axis=0) * x / cells
    return x, c, z, storage


# Round model parameters
D, k, h, c_gas, N, R = 50.0, 125.0, 500.0, 0.6, 60.0, 2.0
eps = c_gas / N
A, B = coefficients(D, k, h, c_gas, N)
seed = 1e-3
Q0 = seed**2 + A * seed

# Series fluxes solved as a linear system, integrated from a 1 nm layer.
def series_speed(t, y):
    x = y[0]
    matrix = np.array([[h * x + D, -D], [D, -D - k * x]])
    c_s, c_i = np.linalg.solve(matrix, [h * x * c_gas, 0.0])
    return [k * c_i / N]

series = solve_ivp(series_speed, (0, 20), [1.0], rtol=1e-10, atol=1e-12)
x_residual = series.y[0, -1]
assert abs(x_residual - thickness(20.0, A, B, 1.0)) < 1e-6

# Full problem against the law, identity, bounds, profile and exponent.
times = np.array([5.0, 10.0, 19.8, 20.0, 20.2, 40.0])
x_full, c_full, z_full, storage = grow(D, k, h, c_gas, N, times)
Q = x_full**2 + A * x_full
assert np.all(abs(x_full / thickness(times, A, B) - 1) < eps)
assert np.all(abs((Q - Q0 + storage) / (B * times) - 1) < 2e-4)
assert np.all(Q - Q0 <= B * times)
assert np.all((1 + eps) * Q >= B * times + Q0)

x20 = thickness(20.0, A, B)
resist = np.array([1 / h, 1 / k, x20 / D])
J20 = c_gas / resist.sum()
speed20 = J20 / N
cs20, ci20 = c_gas - J20 / h, J20 / k
linear_profile = cs20 + (ci20 - cs20) * z_full[:, 3] / x_full[3]
profile_error = np.max(abs(c_full[:, 3] - linear_profile)) / c_gas
assert profile_error < eps
exponent_full = np.log(x_full[4] / x_full[2]) / np.log(times[4] / times[2])
exponent_law = (x20 + A) / (2 * x20 + A)
assert abs(exponent_full - exponent_law) < 2e-3

# Half the concentration for twice the time; the error scales with eps.
x_half, _, _, _ = grow(D, k, h, c_gas / 2, N, np.array([40.0]))
assert abs(x_half[0] / x_full[3] - 1) < eps
error_full = 1 - (Q[3] - Q0) / (B * 20)
error_half = 1 - (x_half[0]**2 + A * x_half[0] - Q0) / (B * 20)
assert abs(error_full / error_half - 2) < 0.06

# Strong storage: identity and maximum principle where eps is not small.
c_big = 30.0
_, B_big = coefficients(D, k, h, c_big, N)
x_big, c_prof, _, store_big = grow(D, k, h, c_big, N, np.array([2.0]))
Q_big = x_big[0]**2 + A * x_big[0]
assert abs((Q_big - Q0 + store_big[0]) / (B_big * 2) - 1) < 1e-3
assert store_big[0] / (B_big * 2) > 0.05
assert c_prof.min() >= 0 and c_prof.max() <= c_big

# Similarity solution for very fast surface and interface steps.
def stefan_root(e):
    f = lambda q: np.sqrt(np.pi) * q * np.exp(q * q) * erf(q) - e
    return brentq(f, 1e-8, 3, xtol=1e-15)

lam = stefan_root(0.5)
x_stefan, _, _, _ = grow(1.0, 1e6, 1e6, 0.5, 1.0, np.array([100.0]))
assert abs(x_stefan[0] / (2 * lam * 10) - 1) < 1e-3
small = 1e-3
slope = (1 - 2 * stefan_root(small)**2 / small) / small
assert abs(slope - 1 / 3) < 5e-4

# Control: with diffusion made very fast the slowing must disappear.
x_fast, _, _, _ = grow(1e3 * D, k, h, c_gas, N,
                       np.array([10.0, 20.0]), seed=0.1)
fast_ratio = (x_fast[1] - 0.1) / (x_fast[0] - 0.1)
assert fast_ratio > 1.95

# Early and late limits, judged against the full law.
early, late = 1e-4, 1e6
assert abs(thickness(early, A, B) / (B / A * early) - 1) < 1e-3
assert abs(thickness(late, A, B) - np.sqrt(B * late) + A / 2) < 1e-3

# A truly limited exponential matched at 5 and 10 s fails at 40 s.
x5, x10, x40 = (thickness(t, A, B) for t in (5.0, 10.0, 40.0))
q = x10 / x5 - 1
x_limit = x5 / (1 - q)
x40_limited = x_limit * (1 - q**8)
assert x_full[-1] > 1.3 * x_limit
assert 4 * x_full[0] > 1.5 * x_full[3]
dissolved = np.mean(c_full[:, 3]) * x_full[3] / N
assert dissolved < eps * x_full[3]

print(f"Diffusivity D = {D:.0f} nm^2/s")
print(f"Interface coefficient k = {k:.0f} nm/s")
print(f"Surface coefficient h = {h:.0f} nm/s")
print(f"Dissolved equilibrium concentration c* = {c_gas:.1f} nm^-3")
print(f"Bound reactant density N = {N:.0f} nm^-3")
print(f"Fluoride/oxide volume ratio R = {R:.1f}")
print(f"Storage parameter eps = {eps:.3f}")
print(f"A = {A:.3f} nm; B = {B:.3f} nm^2/s")
print(f"Initial speed B/A = {B/A:.3f} nm/s")
print(f"Crossover time A^2/(4B) = {A*A/(4*B):.3f} s")
for t in (1.0, 5.0, 10.0, 20.0, 40.0):
    print(f"Law: thickness after {t:.0f} s = {thickness(t, A, B):.3f} nm")
print(f"Full problem: thickness after 20 s = {x_full[3]:.3f} nm")
print(f"Lower bound at 20 s = {thickness(20/(1+eps), A, B):.3f} nm")
print(f"Pure parabola at 20 s = {np.sqrt(B*20):.3f} nm")
print(f"Shifted parabola at 20 s = {np.sqrt(B*20)-A/2:.3f} nm")
print(f"Surface resistance 1/h = {resist[0]:.3f} s/nm")
print(f"Interface resistance 1/k = {resist[1]:.3f} s/nm")
print(f"Layer resistance x/D at 20 s = {resist[2]:.3f} s/nm")
print(f"Flux at 20 s = {J20:.3f} nm^-2 s^-1")
print(f"Growth speed at 20 s = {speed20:.4f} nm/s")
print(f"Outer concentration at 20 s = {cs20:.4f} nm^-3")
print(f"Interface concentration at 20 s = {ci20:.4f} nm^-3")
print(f"Diffusion time x^2/D at 20 s = {x20**2/D:.3f} s")
print(f"Growth time x/speed at 20 s = {x20/speed20:.2f} s")
print(f"Largest profile error / c* at 20 s = {profile_error:.5f}")
print(f"Local exponent at 20 s, law = {exponent_law:.4f}")
print(f"Local exponent at 20 s, full = {exponent_full:.4f}")
print(f"Thickness ratio 40 s / 20 s, law = {x40/x20:.3f}")
print(f"Thickness ratio 20 s / 10 s, fast D = {fast_ratio:.3f}")
print(f"Half c*, 40 s, full thickness = {x_half[0]:.3f} nm")
print(f"1 nm initial layer, after 20 s = {x_residual:.3f} nm")
print(f"Matched exponential limit = {x_limit:.3f} nm")
print(f"Matched exponential at 40 s = {x40_limited:.3f} nm")
print(f"Four 5 s exposures, total fluoride = {4*x5:.3f} nm")
print(f"Oxide consumed, one 5 s exposure = {x5/R:.3f} nm")
print(f"Oxide consumed, four 5 s exposures = {4*x5/R:.3f} nm")
print(f"Oxide consumed, one 20 s exposure = {x20/R:.3f} nm")
print(f"Dissolved reactant at 20 s, as fluoride = {dissolved:.4f} nm")
print(f"Similarity root at eps 0.5 = {lam:.5f}")
print(f"x^2/(B t) at eps 0.5, similarity = {2*lam**2/0.5:.4f}")
print(f"x^2/(B t) at eps 0.5, full = {x_stefan[0]**2/100:.4f}")
print(f"Small-eps correction coefficient = {slope:.4f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Diffusivity D = 50 nm^2/s
Interface coefficient k = 125 nm/s
Surface coefficient h = 500 nm/s
Dissolved equilibrium concentration c* = 0.6 nm^-3
Bound reactant density N = 60 nm^-3
Fluoride/oxide volume ratio R = 2.0
Storage parameter eps = 0.010
A = 1.000 nm; B = 1.000 nm^2/s
Initial speed B/A = 1.000 nm/s
Crossover time A^2/(4B) = 0.250 s
Law: thickness after 1 s = 0.618 nm
Law: thickness after 5 s = 1.791 nm
Law: thickness after 10 s = 2.702 nm
Law: thickness after 20 s = 4.000 nm
Law: thickness after 40 s = 5.844 nm
Full problem: thickness after 20 s = 3.993 nm
Lower bound at 20 s = 3.978 nm
Pure parabola at 20 s = 4.472 nm
Shifted parabola at 20 s = 3.972 nm
Surface resistance 1/h = 0.002 s/nm
Interface resistance 1/k = 0.008 s/nm
Layer resistance x/D at 20 s = 0.080 s/nm
Flux at 20 s = 6.667 nm^-2 s^-1
Growth speed at 20 s = 0.1111 nm/s
Outer concentration at 20 s = 0.5867 nm^-3
Interface concentration at 20 s = 0.0533 nm^-3
Diffusion time x^2/D at 20 s = 0.320 s
Growth time x/speed at 20 s = 36.00 s
Largest profile error / c* at 20 s = 0.00059
Local exponent at 20 s, law = 0.5556
Local exponent at 20 s, full = 0.5556
Thickness ratio 40 s / 20 s, law = 1.461
Thickness ratio 20 s / 10 s, fast D = 1.981
Half c*, 40 s, full thickness = 3.996 nm
1 nm initial layer, after 20 s = 4.217 nm
Matched exponential limit = 3.642 nm
Matched exponential at 40 s = 3.626 nm
Four 5 s exposures, total fluoride = 7.165 nm
Oxide consumed, one 5 s exposure = 0.896 nm
Oxide consumed, four 5 s exposures = 3.583 nm
Oxide consumed, one 20 s exposure = 2.000 nm
Dissolved reactant at 20 s, as fluoride = 0.0213 nm
Similarity root at eps 0.5 = 0.46479
x^2/(B t) at eps 0.5, similarity = 0.8641
x^2/(B t) at eps 0.5, full = 0.8641
Small-eps correction coefficient = 0.3332
ALL CHECKS PASSED
```
